# The Band Tail of One-Dimensional Gaussian White Noise

## Definitions and conventions

A particle on a line has the Hamiltonian

$$H=-\frac{d^2}{dx^2}+V(x),\qquad \langle V\rangle=0,\qquad \langle V(x)V(x')\rangle=g\,\delta(x-x'),$$

with $\hbar^2/2m=1$ and $V$ Gaussian. Energies then have dimension length$^{-2}$, and $g$ has dimension length$^{-3}$. The zero of energy is the band edge without disorder. A tail level lies at $E=-\varepsilon=-\kappa^2$, and "depth" means $\varepsilon$, the depth of the level, not of the well that holds it. $N(\varepsilon)$ is the number of states per length, per spin, below $-\varepsilon$. The claim is that, for $\varepsilon^{3/2}\gg g$,

$$N\sim e^{-S},\qquad S=\frac{8\,\varepsilon^{3/2}}{3g},$$

up to a prefactor found below. The factor 8/3 belongs to this definition of $g$.

A deep level needs a rare fluctuation. Divide the line into cells of length $a$. The cell averages $V_j$ are independent, with variance $g/a$, so their joint probability density is proportional to

$$\exp\Big(-\sum_j \frac{aV_j^2}{2g}\Big)\;\to\;\exp\Big(-\frac1{2g}\int V^2dx\Big).$$

The integral $\int V^2dx$ is the cost of a well. To leading exponential order, the tail should follow the cheapest well with a level at $-\kappa^2$.

## A single well

Try $\psi=\operatorname{sech}\kappa x$. Then $\psi'=-\kappa\tanh(\kappa x)\,\psi$, and a second derivative gives

$$\psi''=\kappa^2(\tanh^2\kappa x-\operatorname{sech}^2\kappa x)\psi=\kappa^2(1-2\operatorname{sech}^2\kappa x)\psi .$$

The equation $-\psi''+V\psi=-\kappa^2\psi$ therefore holds for

$$V=-2\kappa^2\operatorname{sech}^2\kappa x .$$

The well is twice as deep at its centre as the level. With $t=\tanh\kappa x$, its cost is

$$\int V^2dx=4\kappa^4\,\frac1\kappa\int_{-1}^{1}(1-t^2)\,dt=\frac{16}{3}\kappa^3 .$$

Dividing by $2g$ gives $8\kappa^3/3g$.

**Limits of narrow and wide wells.** A well of width $a\ll1/\kappa$ acts as a delta function and needs depth $2\kappa/a$, so it costs $4\kappa^2/a$. A well with $a\gg1/\kappa$ needs depth of about $\kappa^2$ and costs about $\kappa^4a$. Both are large compared with $\kappa^3$, so the best width is of order $1/\kappa$. The best shape is still open.

## Any well

Let $V$ be bounded and of finite range, with ground level $-\kappa^2$. Its ground state has no node, so $z=\psi'/\psi$ is finite everywhere. Since $\psi''/\psi=z'+z^2$,

$$V=z'+z^2-\kappa^2 .$$

To the left of the well $\psi\propto e^{\kappa x}$ and $z=\kappa$; to the right $z=-\kappa$. Apply $(A+B)^2=(A-B)^2+4AB$ with $A=z'$ and $B=z^2-\kappa^2$:

$$\int V^2dx=\int(z'-z^2+\kappa^2)^2dx+4\int z'(z^2-\kappa^2)\,dx .$$

The last integrand is a total derivative:

$$4\Big[\frac{z^3}{3}-\kappa^2z\Big]_{z=\kappa}^{z=-\kappa}
=4\Big(\frac{2\kappa^3}{3}+\frac{2\kappa^3}{3}\Big)=\frac{16}{3}\kappa^3 .$$

The first integral cannot be negative. Hence

$$\int V^2dx\ \ge\ \frac{16}{3}\kappa^3 .$$

The bound extends to every square-integrable $V$. Such a potential can be approximated by bounded ones of finite range, and the ground level follows continuously, because $|\int\delta V\,\psi^2|\le(\int\delta V^2)^{1/2}(\int\psi^4)^{1/2}$ and $\int\psi^4\le\max\psi^2\le(\int\psi'^2)^{1/2}$ for normalized $\psi$. If $-\kappa^2$ is an excited level, the ground level is deeper and the cost is higher.

The bound is reached when $z'=z^2-\kappa^2$. The solution running from $\kappa$ to $-\kappa$ is $z=-\kappa\tanh\kappa(x-x_0)$, so $V=2(z^2-\kappa^2)=-2\kappa^2\operatorname{sech}^2\kappa(x-x_0)$. The centre $x_0$ is free.

**Test on other shapes.** Sixty random wells, each a sum of four Gaussians, had a smallest $\int V^2dx/\kappa^3$ of 5.373, above $16/3=5.333$. With its depth optimized, a Gaussian well costs 0.17 % more than the sech-squared well, and a square well 13 % more. The cost is stationary at the optimal shape, so a well that differs little from it, like the best Gaussian, costs only slightly more.

## Counting the states

The cost argument treats the fluctuation as a smooth well and ignores the noise around it. A count that includes all the noise also supplies the prefactor.

Start a solution at energy $E$ with $\psi=0$ at a left wall. As $E$ rises its nodes move left, and a new node enters at the right wall each time $E$ crosses a level. Nodes per length therefore equal states per length below $E$. For $E=-\varepsilon$ the variable $z=\psi'/\psi$ obeys

$$z'=\varepsilon-z^2+V=-U'(z)+V,\qquad U(z)=\frac{z^3}{3}-\varepsilon z .$$

This is diffusion in the potential $U$, with $x$ as time. Over a step $\Delta x$ the noise adds variance $g\,\Delta x=2D\,\Delta x$, so $D=g/2$. At each node $z$ runs to $-\infty$ and re-enters at $+\infty$. Successive passages are independent, so $N=1/T$, where $T$ is the mean length of a passage from $+\infty$ to $-\infty$.

Let $T(z)$ be the mean length still needed from $z$. Averaging over one short step, $T(z)=\Delta x+\langle T(z+\Delta z)\rangle$, which gives

$$DT''-U'T'=-1\quad\Longrightarrow\quad\big(e^{-U/D}T'\big)'=-\frac1D e^{-U/D}.$$

The bracket vanishes at $+\infty$. Integrating from $z$ to $\infty$ and then over all $z$,

$$T=\frac1D\int_{-\infty}^{\infty}dz\,e^{U(z)/D}\int_z^\infty dy\,e^{-U(y)/D}.$$

Set $z=c-u/2$ and $y=c+u/2$, with $u>0$ and unit Jacobian. Then

$$U(z)-U(y)=-c^2u-\frac{u^3}{12}+\varepsilon u .$$

The integral over $c$ is Gaussian and equals $\sqrt{\pi D/u}$. With $D=g/2$,

$$\frac1N=T=\sqrt{\frac{2\pi}{g}}\int_0^\infty\frac{du}{\sqrt u}\exp\Big[\frac2g\Big(\varepsilon u-\frac{u^3}{12}\Big)\Big].$$

**Limit of weak disorder inside the band.** Put $\varepsilon=-k^2$ with $k^3\gg g$. The important $u$ are of order $g/k^2$, where the cubic term is negligible. The integral becomes $\sqrt{\pi g/2}\,/k$, so $T=\pi/k$ and $N=k/\pi$, the free-particle count.

**At the clean edge.** For $\varepsilon=0$ the substitution $u^3=6g\,t$ gives

$$\frac1{N(0)}=\sqrt{\frac{2\pi}{g}}\,\frac{(6g)^{1/6}}{3}\,\Gamma\!\left(\tfrac16\right),$$

so $N(0)=0.1595\,g^{1/3}$. Disorder has already placed states below the clean edge.

**Test by simulation.** White noise with $g=1$ was placed on a lattice of step 0.05, and nodes were counted over a total length of $2\times10^6$. At $\varepsilon=0,1,2$ the counts gave $N=0.1596$, $0.01910$ and $2.33\times10^{-4}$. The formula gives $0.1595$, $0.01902$ and $2.28\times10^{-4}$. The last count rests on 465 nodes, so its statistical error is about 5 %.

## The deep tail

For $\kappa^3\gg g$ the integral is dominated by the maximum of $f(u)=\kappa^2u-u^3/12$. From $f'=\kappa^2-u^2/4=0$ follow

$$u=2\kappa,\qquad f=2\kappa^3-\tfrac23\kappa^3=\tfrac43\kappa^3,\qquad f''=-\kappa .$$

The Gaussian integral about the maximum is $\sqrt{2\pi/(2\kappa/g)}=\sqrt{\pi g/\kappa}$, so

$$T\simeq\sqrt{\frac{2\pi}{g}}\,\frac1{\sqrt{2\kappa}}\,\sqrt{\frac{\pi g}{\kappa}}\;e^{8\kappa^3/3g}=\frac{\pi}{\kappa}\,e^{S},
\qquad N\simeq\frac{\kappa}{\pi}\,e^{-S}.$$

This is the exponent of the cheapest well. The variable $z$ normally rests at the minimum of $U$, $z=\kappa$, and must climb to the maximum at $z=-\kappa$. The barrier is $4\kappa^3/3$; divided by $D=g/2$ it is $S$. The optimal-well equation $z'=z^2-\kappa^2$ is the noise-free motion run backwards, up the barrier.

The density of states is $\rho=-dN/d\varepsilon$. Since $dS/d\varepsilon=4\kappa/g$,

$$\rho\simeq\frac{4\varepsilon}{\pi g}\,e^{-S}.$$

Differentiating the prefactor $\kappa$ as well changes this by a relative $-g/8\kappa^3=-1/(3S)$, which is dropped at leading order.

**Approach to the limit.** The ratio of the full $N$ to $(\kappa/\pi)e^{-S}$ is 0.969 at $S=10$ and 0.997 at $S=100$. The exponent alone fixes only the leading behaviour of $\ln N$: for $g=1$, $-\ln N/S$ is 1.074 at $S=10$, 0.9994 at $S=100$ and 0.9992 at $S=1000$. It thus passes below its limit of 1 and finally approaches it from below. The reason is the term $-\ln(\kappa/\pi)/S$, which changes sign at $\kappa=\pi$ in these units and then dies out slowly.

## Units and a finite correlation length

Write $s=\hbar^2/2m$ and $\langle V(x)V(x')\rangle=\gamma\,\delta(x-x')$, with $\gamma$ in energy$^2\times$length. Dividing the Schrödinger equation by $s$ gives $\varepsilon=|E|/s$ and $g=\gamma/s^2$. Hence

$$S=\frac{8\sqrt s\,|E|^{3/2}}{3\gamma}=\frac{8\hbar|E|^{3/2}}{3\sqrt{2m}\,\gamma}=\frac83\Big(\frac{|E|}{E_g}\Big)^{3/2},\qquad E_g=\Big(\frac{\gamma^2}{s}\Big)^{1/3},$$

and $\rho\simeq(4|E|/\pi\gamma)e^{-S}$. Heavier particles have a smaller $S$ at fixed $\gamma$, because they are easier to confine.

Real disorder has a covariance $C(x-x')$ of finite range. Fix a normalized $\psi$ with kinetic energy $K=s\int\psi'^2dx$. A mean energy of $-|E|$ requires $\int V\psi^2dx=-(|E|+K)$. This integral is a Gaussian variable of variance $Q=\iint\psi^2(x)\,C(x-x')\,\psi^2(x')\,dx\,dx'$, so the least cost in the exponent is

$$\frac{(|E|+K)^2}{2Q}.$$

The ground level of the resulting well lies at or below $-|E|$. Minimizing over $\psi$ gives the optimal exponent, and a trial $\psi$ gives an upper bound on it.

**White-noise limit.** Take $\psi^2=\operatorname{sech}^2(x/a)/2a$. Then $K=s/3a^2$ and $Q=\gamma/3a$, and the cost is $3a(|E|+s/3a^2)^2/2\gamma$. Setting its derivative in $a$ to zero gives $|E|+s/3a^2=4s/3a^2$, so $a=\sqrt{s/|E|}=1/\kappa$. The cost is then $8a|E|^2/3\gamma=S$, as before.

**Short correlations.** Let $C$ be a Gaussian of standard deviation $\ell\ll a$ and area $\gamma$. With $p=\psi^2$, expansion gives $Q\simeq\gamma\int(p^2-\tfrac12\ell^2p'^2)dx$. For the sech form $\int p'^2/\int p^2=4/5a^2$, so $Q$ falls by the fraction $2\ell^2/5a^2$. The cost is stationary in $a$, so to this order it rises by the same fraction. At fixed area $\gamma$, correlation makes narrow wells harder to form. At fixed spread of the potential, a longer $\ell$ also raises $\gamma$, and the cost falls.

## A narrow oxide wire

Take a wire of square cross-section with effective width $w=4$ nm and mass $0.34\,m_e$, a rough value for amorphous In-Ga-Zn-O. The local potential has a spread $\sigma=40$ meV and covariance $\sigma^2e^{-r^2/2\ell^2}$ with $\ell=0.5$ nm; these are round model choices. For the lowest transverse mode $\chi(y)=\sqrt{2/w}\sin(\pi y/w)$ in each direction,

$$\gamma=\sigma^2\sqrt{2\pi}\,\ell J^2,\qquad J=\iint\chi^2(y)\chi^2(y')e^{-(y-y')^2/2\ell^2}dy\,dy' .$$

This gives $\gamma=3.67\times10^{-4}$ eV$^2$ nm. With $s=0.112$ eV nm$^2$, $E_g=10.6$ meV. At $|E|=30$ meV,

$$S=\frac83\Big(\frac{30}{10.63}\Big)^{3/2}=12.6,\qquad \frac1\kappa=\sqrt{\frac{0.112}{0.030}}\ \text{nm}=1.93\ \text{nm}.$$

The full formula gives $5.2\times10^{-4}$ states per µm below this level, or one in about 1.9 mm of wire. At 20 meV there are 0.13 per µm; at 40 meV, $6.6\times10^{-7}$. The density of states at 30 meV is $3.2\times10^{-4}$ per eV nm and spin, against $3.4\times10^{-4}$ from the leading form.

The optimal well is 60 meV deep and the second subband lies 207 meV higher, so one mode is a fair start. The following changes to $S=12.6$ are estimated one at a time, with the other parameters held fixed:

- The correlation length raises the trial exponent to 13.0. The short-correlation formula predicts a rise of $0.4(0.5/1.93)^2=2.7$ %, close to the 2.5 % found before rounding. The correlation also smooths the noise around the well, which raises the level compared with white noise. In second order the rise is $\gamma\ell/(\sqrt{2\pi}\,s)=0.65$ meV for $\kappa\ell\to0$ and about 0.56 meV at $\kappa\ell=0.26$. This lowers the count by a further factor of about $e^{-0.35}$, which the exponent 13.0 leaves out.
- Higher subbands lower the average edge by about 1.5 meV. For an energy still measured from the clean edge, $S$ becomes 11.7.
- The transverse shape of the well mixes in higher modes and lowers the level by about 0.5 meV, giving 12.3.
- Nonparabolicity, in a two-band estimate with a rough gap of 3 eV, raises the mass by 9 % and gives 12.1.
- Width roughness of 0.1 nm in each direction, correlated over 1 nm, adds 16 % to $\gamma$ and, treated as white noise, gives 10.9.

Roughness is the largest of these: a change of 1.8 in $S$ multiplies the number of states by about six, or by about five if the 1 nm correlation of the roughness is kept. Four of the five changes lower $S$, and together they multiply the number of states by more than ten. With the correlation length of the potential included, the factor is about 15. It falls to about ten once three further effects are kept: the correlation of the roughness, the weaker dependence of the level on width in a nonparabolic band, and the rise of the mean edge caused by width fluctuations. The white-noise count for this wire is thus too low by roughly an order of magnitude. At its centre the white-noise well needs a local potential of 97 meV, or 2.4 standard deviations; the finite correlation length lowers this by a few meV. The disorder must be Gaussian to about that far out.

Near 30 meV the tail falls by a factor $e$ over $2|E|/3S=1.6$ meV, while $kT$ at 300 K is 25.9 meV. The Boltzmann factor grows with depth far more slowly than the density of states falls, so nondegenerate carriers at room temperature do not collect at this depth.

A transistor channel may instead be an oxide film tens of nanometres thick and micrometres wide. Such a film breaks the assumption of one dimension, and neither the power 3/2 nor the number 8/3 carries over; the size of the change is not computed here. Tail slopes inferred from such transistors can be tens of meV, much larger than 1.6 meV. That difference does not test the law, because the geometry differs and real films may also contain charged defects and traps outside this model. For a real narrow wire, the width profile and the disorder strength would have to be known before the exponent could be used. The remaining figures are in the numerical output.

## Computed results

```
Dimensionless checks (hbar^2/2m = 1)
sech^2 well, kappa = 1.3: level = -1.6900, -kappa^2 = -1.6900
its cost int V^2 / kappa^3 = 5.33333
asymmetric well: int V^2 = 9.9663, square + 16 kappa^3/3 = 9.9664
random wells: 60, smallest int V^2/kappa^3 = 5.373
best Gaussian well costs 0.17 % more than sech^2
best square well costs 12.95 % more than sech^2
g = 1: states per length below -eps, simulated / passage formula
  eps = 0: 1.596e-01 / 1.595e-01 (319269 nodes)
  eps = 1: 1.910e-02 / 1.902e-02 (38206 nodes)
  eps = 2: 2.325e-04 / 2.283e-04 (465 nodes)
S, -ln N / S, N / [(kappa/pi) exp(-S)]  (g = 1)
  10, 1.0736, 0.96903
  100, 0.9994, 0.99720
  1000, 0.9992, 0.99972
Example: narrow wire, rough In-Ga-Zn-O regime
mass = 0.34 m_e, width = 4.0 nm, spread = 40 meV, correlation length = 0.5 nm
hbar^2/2m = 0.1121 eV nm^2
projected noise strength gamma = 3.669e-04 eV^2 nm
energy scale E_g = 10.63 meV
gap to second subband = 207 meV
|E| (meV), S, states per um below -|E|: leading, full formula
  20, 6.88, 1.381e-01, 1.314e-01
  30, 12.64, 5.325e-04, 5.198e-04
  40, 19.46, 6.702e-07, 6.602e-07
At |E| = 30 meV: well depth = 60 meV, 1/kappa = 1.93 nm
density of states per spin: leading 3.366e-04, full 3.192e-04 /(eV nm)
Neglected effects at this depth
S white noise = 12.64, S with correlation length = 12.96
average shift from higher subbands = -1.49 meV, S -> 11.71
subband mixing in the optimal well = -0.49 meV, S -> 12.33
confinement energy = 138 meV; two-band mass factor (gap 3.0 eV) = 1.092
  S with the heavier mass -> 12.10
width roughness 0.1 nm over 1.0 nm: extra gamma = 16 %
  S with roughness -> 10.87
local depth at well centre = 97 meV = 2.4 standard deviations
tail slope energy 2|E|/(3S) = 1.58 meV, kT at 300 K = 25.9 meV
```
